# Formation enthalpy of a gaseous precursor from its computed atomisation energy: test program

```python
"""
Result under test: the formation enthalpy of a gaseous molecule M is
    Hf(M,0) = sum n_X Hf(X,gas,0) - D0,    D0 = De - ZPE
    Hf(M,T) = Hf(M,0) + h_M(T) - sum n_X h_X,element(T)
De  : electronic atomisation energy     ZPE : zero-point energy
h   : H(T) - H(0); for elements, per mole of atoms in the reference state
Example: LiH gas from solid Li and H2 gas. Molar energies are in kJ/mol.
Measured inputs are tabulated values, rounded; all else is computed.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc

T = 298.15
R = sc.R / 1000.0
RT = R * T
HARTREE = sc.physical_constants["Hartree energy"][0] * sc.N_A / 1000.0
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
U_IN_ME = sc.atomic_mass / sc.m_e
WAVENUMBER = sc.h * sc.c * 100.0 * sc.N_A / 1000.0   # kJ/mol per cm^-1
EV = sc.e * sc.N_A / 1000.0                          # kJ/mol per eV

# Measured inputs (tabulated, rounded), kJ/mol
ATOM_0K = {"Li": 157.7, "H": 216.0}
ATOM_298K = {"Li": 159.3, "H": 218.0}
LI_SOLID_INCREMENT = 4.63
LI_ATOM_UNCERTAINTY = 1.0
# Isotope masses in u, and a rough Debye temperature of solid Li in K
MASS = {"Li": 7.01600, "H": 1.007825}
LI_DEBYE = 350.0


def uncontracted(symbol, name):
    """All distinct primitive Gaussians of a contracted basis set."""
    primitives = set()
    for shell in gto.basis.load(name, symbol):
        for row in shell[1:]:
            primitives.add((shell[0], float(row[0])))
    return [[l, [a, 1.0]] for l, a in sorted(primitives)]


def molecule(symbols, basis, distance=0.0):
    atoms = [(s, (0.0, 0.0, i * distance)) for i, s in enumerate(symbols)]
    electrons = sum({"H": 1, "Li": 3}[s] for s in symbols)
    return gto.M(atom=atoms, basis=basis, unit="Angstrom",
                 spin=electrons % 2, verbose=0)


def hartree_fock(mol, relativistic=False):
    mf = scf.UHF(mol) if mol.spin else scf.RHF(mol)
    if relativistic:
        mf = mf.sfx2c1e()
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def coupled_cluster(mf, frozen=None):
    solver = cc.UCCSD(mf, frozen=frozen) if mf.mol.spin else cc.CCSD(mf, frozen=frozen)
    solver.conv_tol = 1e-8
    solver.conv_tol_normt = 1e-5
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return solver


class Diatomic:
    """Potential curve, equilibrium constants and rovibrational levels."""

    def __init__(self, symbols, low, high, guess, frozen, jmax):
        nodes = np.cos(np.pi * (np.arange(9) + 0.5) / 9)
        r = 0.5 * (low + high) + 0.5 * (high - low) * nodes
        energy = np.array([coupled_cluster(hartree_fock(
            molecule(symbols, "def2-tzvpp", x)), frozen).e_tot for x in r])
        fit = np.polyfit(1.0 - guess / r, energy, 7)
        self.residual = np.max(np.abs(
            np.polyval(fit, 1.0 - guess / r) - energy)) * HARTREE

        def potential(x):
            return np.polyval(fit, 1.0 - guess / x)

        self.re = minimize_scalar(potential, bounds=(0.8 * guess, 1.2 * guess),
                                  method="bounded",
                                  options={"xatol": 1e-8}).x
        m1, m2 = (MASS[s] for s in symbols)
        mu = m1 * m2 / (m1 + m2) * U_IN_ME
        step = 0.01
        k = (potential(self.re + step * BOHR) - 2 * potential(self.re)
             + potential(self.re - step * BOHR)) / step**2
        self.quantum = np.sqrt(k / mu) * HARTREE
        self.rotation = HARTREE / (2 * mu * (self.re / BOHR)**2)

        # Sinc-function grid for the radial nuclear Schroedinger equation
        grid = np.linspace(low, high, 110) / BOHR
        spacing = grid[1] - grid[0]
        index = np.arange(grid.size)
        diff = index[:, None] - index[None, :]
        safe = np.where(diff == 0, 1, diff)
        kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
        kinetic = kinetic * (1 - 2 * (np.abs(diff) % 2)) / (2 * mu * spacing**2)
        v = potential(grid * BOHR) - potential(self.re)
        levels = []
        for j in range(jmax + 1):
            h = kinetic + np.diag(v + j * (j + 1) / (2 * mu * grid**2))
            levels.append(np.linalg.eigvalsh(h)[:5])
        levels = np.array(levels) * HARTREE
        self.zpe = levels[0, 0]
        self.levels = levels - self.zpe
        j = np.arange(jmax + 1)
        spin = np.where(j % 2 == 1, 3, 1) if symbols[0] == symbols[1] else 1
        self.weights = ((2 * j + 1) * spin)[:, None] * np.ones(5)

    def moments(self, temp):
        p = self.weights * np.exp(-self.levels / (R * temp))
        p = p / p.sum()
        mean = (p * self.levels).sum()
        return mean, (p * (self.levels - mean)**2).sum()

    def increment(self, temp):
        return 2.5 * R * temp + self.moments(temp)[0]

    def heat_capacity(self, temp):
        return 2.5 * R + self.moments(temp)[1] / (R * temp**2)

    def rigid_harmonic_increment(self, temp):
        return 3.5 * R * temp + self.quantum / np.expm1(self.quantum / (R * temp))


lih = Diatomic(("Li", "H"), 1.05, 2.65, 1.60, 1, 32)
h2 = Diatomic(("H", "H"), 0.42, 1.45, 0.74, None, 12)
assert max(lih.residual, h2.residual) < 0.1

# Electronic energies: largest basis for results, smaller one for error sizes
big = {s: uncontracted(s, "def2-qzvpp") for s in ("Li", "H")}
small = {s: uncontracted(s, "def2-tzvpp") for s in ("Li", "H")}
e_h = hartree_fock(molecule(("H",), big)).e_tot
e_li = coupled_cluster(hartree_fock(molecule(("Li",), big))).e_tot
e_lih = coupled_cluster(hartree_fock(molecule(("Li", "H"), big, lih.re))).e_tot
e_h2 = coupled_cluster(hartree_fock(molecule(("H", "H"), big, h2.re))).e_tot
de = (e_li + e_h - e_lih) * HARTREE
d0 = de - lih.zpe
d0_h2 = (2 * e_h - e_h2) * HARTREE - h2.zpe

mol_s = molecule(("Li", "H"), small, lih.re)
li_s, h_s = molecule(("Li",), small), molecule(("H",), small)
mf_m, mf_li, mf_h = (hartree_fock(m) for m in (mol_s, li_s, h_s))
cc_m = coupled_cluster(mf_m)
de_small = (coupled_cluster(mf_li).e_tot + mf_h.e_tot - cc_m.e_tot) * HARTREE
# With the core frozen, the single valence electron of Li has no correlation.
de_frozen = (mf_li.e_tot + mf_h.e_tot - coupled_cluster(mf_m, 1).e_tot) * HARTREE
core_effect = de_small - de_frozen
triples = -cc_m.ccsd_t() * HARTREE
de_hf = mf_li.e_tot + mf_h.e_tot - mf_m.e_tot
rel_m, rel_li, rel_h = (hartree_fock(m, True).e_tot for m in (mol_s, li_s, h_s))
relativity = (rel_li + rel_h - rel_m - de_hf) * HARTREE
assert abs(triples) < 1.0 and abs(relativity) < 1.0

# Formation enthalpy from the derived formula
h_lih, h_h2 = lih.increment(T), h2.increment(T)
elements = LI_SOLID_INCREMENT + 0.5 * h_h2
hf_0 = sum(ATOM_0K.values()) - d0
hf_T = hf_0 + h_lih - elements

# Rough spectroscopic size of the LiH bond energy is 2.4 eV.
assert abs(d0 / EV - 2.4) < 0.1

# The element H2 must have nearly zero formation enthalpy; basis error remains.
h2_residual = 2 * ATOM_0K["H"] - d0_h2
assert abs(h2_residual) < 3.0

# Direct reaction: absolute enthalpies, without the measured H-atom value
abs_lih = e_lih * HARTREE + lih.zpe + h_lih
abs_h2 = e_h2 * HARTREE + h2.zpe + h_h2
abs_li = e_li * HARTREE - ATOM_0K["Li"] + LI_SOLID_INCREMENT
hf_reaction = abs_lih - abs_li - 0.5 * abs_h2
assert abs(hf_reaction - hf_T) < 1.5

# Route through the separately tabulated room-temperature atomic enthalpies
atomisation_T = d0 + 2 * 2.5 * RT - h_lih
hf_atoms_T = sum(ATOM_298K.values()) - atomisation_T
assert abs(hf_atoms_T - hf_T) < 0.15   # rounding of four table entries

# Kirchhoff: integrated fluctuation heat capacity against mean-energy formula
kirchhoff = []
for gas in (lih, h2):
    integral = sum(quad(gas.heat_capacity, a, b, limit=200)[0]
                   for a, b in ((1e-3, 20), (20, 100), (100, T)))
    kirchhoff.append(integral)
    assert abs(integral - gas.increment(T)) < 1e-3

# Anharmonic levels against harmonic and rigid-rotor closed forms
assert lih.zpe < lih.quantum / 2 and lih.quantum / 2 - lih.zpe < 0.2
assert abs(lih.rigid_harmonic_increment(T) - h_lih) < 0.08
assert h2.rigid_harmonic_increment(T) - h_h2 > 0.1
assert abs(h_h2 - 8.47) < 0.04          # tabulated increment, rounded

# Nonlinear rotor and soft vibration: explicit sums against closed forms
j = np.arange(250)
b_top = 0.5 * WAVENUMBER
e_top = b_top * j * (j + 1)
p_top = (2 * j + 1)**2 * np.exp(-e_top / RT)
rot_top = (p_top * e_top).sum() / p_top.sum()
assert abs(rot_top - 1.5 * RT) < 0.005
soft = 200.0 * WAVENUMBER
ladder = soft * np.arange(300)
p_soft = np.exp(-ladder / RT)
vib_sum = (p_soft * ladder).sum() / p_soft.sum()
assert abs(vib_sum - soft / np.expm1(soft / RT)) < 1e-9

# Debye solid against the tabulated increment of solid Li
x_debye = LI_DEBYE / T
debye = 9 * RT / x_debye**3 * quad(
    lambda x: x**3 / np.expm1(x) if x > 0 else 0.0, 0, x_debye)[0]
assert abs(debye - LI_SOLID_INCREMENT) < 0.2

mixed_error = 5 * RT - elements
ortho_shift = 0.75 * h2.levels[1, 0]


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


KJ = "kJ/mol"
show("Temperature", T, "K")
show("RT", RT, KJ, 3)
show("Input Hf Li atom, 0 K", ATOM_0K["Li"], KJ, 1)
show("Input Hf H atom, 0 K", ATOM_0K["H"], KJ, 1)
show("Input Hf Li atom, 298.15 K", ATOM_298K["Li"], KJ, 1)
show("Input Hf H atom, 298.15 K", ATOM_298K["H"], KJ, 1)
show("Input h of solid Li", LI_SOLID_INCREMENT, KJ)
show("Input uncertainty of Hf Li atom", LI_ATOM_UNCERTAINTY, KJ, 1)
show("Input 7Li mass", MASS["Li"], "u", 5)
show("Input 1H mass", MASS["H"], "u", 6)
show("LiH bond length", lih.re, "angstrom", 4)
show("LiH harmonic wavenumber", lih.quantum / WAVENUMBER, "cm^-1", 1)
show("LiH rotational constant", lih.rotation / WAVENUMBER, "cm^-1", 3)
show("Energy of Li atom", e_li, "hartree", 6)
show("Energy of H atom", e_h, "hartree", 6)
show("Energy of LiH", e_lih, "hartree", 6)
show("Energy of H2", e_h2, "hartree", 6)
show("LiH De", de, KJ)
show("LiH ZPE, harmonic", lih.quantum / 2, KJ, 3)
show("LiH ZPE, level calculation", lih.zpe, KJ, 3)
show("LiH D0", d0, KJ)
show("LiH h, level sum", h_lih, KJ, 3)
show("LiH h, rigid harmonic", lih.rigid_harmonic_increment(T), KJ, 3)
show("LiH h, integrated Cp", kirchhoff[0], KJ, 3)
show("H2 h, level sum", h_h2, KJ, 3)
show("H2 h, rigid harmonic", h2.rigid_harmonic_increment(T), KJ, 3)
show("H2 h, integrated Cp", kirchhoff[1], KJ, 3)
show("Input rough Debye temperature Li", LI_DEBYE, "K", 0)
show("Solid Li h, Debye model", debye, KJ)
show("Sum of element increments", elements, KJ, 3)
show("RESULT Hf LiH gas, 0 K", hf_0, KJ)
show("RESULT Hf LiH gas, 298.15 K", hf_T, KJ)
show("RESULT Hf LiH gas, 298.15 K", hf_T / EV, "eV/molecule", 3)
show("Atomisation enthalpy, 298.15 K", atomisation_T, KJ)
show("Hf by 298.15 K atomic route", hf_atoms_T, KJ)
show("Hf by direct reaction", hf_reaction, KJ)
show("H2 D0", d0_h2, KJ)
show("Hf of H2 by formula (ideal 0)", h2_residual, KJ)
show("Error: mixed 0 K/298 K routes", mixed_error, KJ)
show("Error: element h omitted", elements, KJ)
show("Error: ZPE omitted", -lih.zpe, KJ)
show("De change, TZ to QZ basis", de - de_small, KJ)
show("De change, core correlation (TZ)", core_effect, KJ)
show("Triples lowering of LiH (TZ)", triples, KJ, 3)
show("De change, scalar relativity", relativity, KJ, 3)
show("H2 ortho offset at 0 K, per H2", ortho_shift, KJ, 3)
show("Model top rotational constant", b_top / WAVENUMBER, "cm^-1", 1)
show("Model top rotational energy", rot_top, KJ, 4)
show("Classical top energy 3RT/2", 1.5 * RT, KJ, 4)
show("Model soft-mode wavenumber", soft / WAVENUMBER, "cm^-1", 0)
show("Soft-mode thermal energy", vib_sum, KJ, 3)
show("Soft torsion classical gap RT/2", 0.5 * RT, KJ, 3)
print("every check passed")
```

Printed output:

```
Temperature: 298.15 K
RT: 2.479 kJ/mol
Input Hf Li atom, 0 K: 157.7 kJ/mol
Input Hf H atom, 0 K: 216.0 kJ/mol
Input Hf Li atom, 298.15 K: 159.3 kJ/mol
Input Hf H atom, 298.15 K: 218.0 kJ/mol
Input h of solid Li: 4.63 kJ/mol
Input uncertainty of Hf Li atom: 1.0 kJ/mol
Input 7Li mass: 7.01600 u
Input 1H mass: 1.007825 u
LiH bond length: 1.6042 angstrom
LiH harmonic wavenumber: 1405.5 cm^-1
LiH rotational constant: 7.433 cm^-1
Energy of Li atom: -7.471436 hartree
Energy of H atom: -0.499983 hartree
Energy of LiH: -8.062720 hartree
Energy of H2: -1.173948 hartree
LiH De: 239.71 kJ/mol
LiH ZPE, harmonic: 8.407 kJ/mol
LiH ZPE, level calculation: 8.349 kJ/mol
LiH D0: 231.36 kJ/mol
LiH h, level sum: 8.687 kJ/mol
LiH h, rigid harmonic: 8.695 kJ/mol
LiH h, integrated Cp: 8.687 kJ/mol
H2 h, level sum: 8.467 kJ/mol
H2 h, rigid harmonic: 8.676 kJ/mol
H2 h, integrated Cp: 8.467 kJ/mol
Input rough Debye temperature Li: 350 K
Solid Li h, Debye model: 4.67 kJ/mol
Sum of element increments: 8.864 kJ/mol
RESULT Hf LiH gas, 0 K: 142.34 kJ/mol
RESULT Hf LiH gas, 298.15 K: 142.16 kJ/mol
RESULT Hf LiH gas, 298.15 K: 1.473 eV/molecule
Atomisation enthalpy, 298.15 K: 235.07 kJ/mol
Hf by 298.15 K atomic route: 142.23 kJ/mol
Hf by direct reaction: 141.50 kJ/mol
H2 D0: 430.67 kJ/mol
Hf of H2 by formula (ideal 0): 1.33 kJ/mol
Error: mixed 0 K/298 K routes: 3.53 kJ/mol
Error: element h omitted: 8.86 kJ/mol
Error: ZPE omitted: -8.35 kJ/mol
De change, TZ to QZ basis: 6.72 kJ/mol
De change, core correlation (TZ): 0.26 kJ/mol
Triples lowering of LiH (TZ): 0.242 kJ/mol
De change, scalar relativity: -0.012 kJ/mol
H2 ortho offset at 0 K, per H2: 1.060 kJ/mol
Model top rotational constant: 0.5 cm^-1
Model top rotational energy: 3.7169 kJ/mol
Classical top energy 3RT/2: 3.7184 kJ/mol
Model soft-mode wavenumber: 200 cm^-1
Soft-mode thermal energy: 1.472 kJ/mol
Soft torsion classical gap RT/2: 1.239 kJ/mol
every check passed
```
